**Kramers' oscillator strength tested against exact hydrogen sums**

The program tests $f_K=\frac{32}{3\pi\sqrt3}(1/n'^2-1/n^2)^{-3}/(n'^5n^3)$, the semiclassical absorption oscillator strength from hydrogen shell $n'$ to shell $n$, averaged over the lower shell and summed over the upper one. The Gaunt factor is $g=f/f_K$, where $f$ is the exact value obtained in rational arithmetic. Assertions compare selected radial integrals with quadrature, the parabolic orbit with integrated Newtonian motion, and its Fourier components with direct integration. Others check that the integral over angular momentum equals $8\pi/\sqrt3$ at two frequencies, and that semiclassical matrix elements approach the exact ones as the shells grow. Exact Gaunt factors are also asserted to approach 1 along $n=2n'$ and to agree with the Bessel-function limit for steps $n-n'$ of 1 and 3. The output gives $g=0.7166$ for the first Lyman line and $g=0.7566$ for the first Balmer line. For neighbouring shells the limit at large $n$ is 0.7786, not 1.

## Program and output

```python
"""
Kramers' shell-averaged oscillator strength and the bound-bound Gaunt factor.

Result under test (hydrogen, infinitely heavy nucleus, atomic units):
  f_K = 32/(3 pi sqrt(3)) * (1/lower^2 - 1/upper^2)^(-3) / (lower^5 upper^3)
is the semiclassical limit of the exact absorption oscillator strength f,
averaged over the lower shell and summed over the upper shell.
The Gaunt factor is g = f / f_K.
  lower, upper : principal quantum numbers, lower < upper
  omega        : transition energy (1/lower^2 - 1/upper^2)/2
  L            : classical angular momentum;  mu = omega L^3 / 3
  step         : upper - lower
Exact values use rational arithmetic on the hydrogen radial functions.
"""
from fractions import Fraction
from math import comb, factorial, pi, sqrt, log
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson, solve_ivp
from scipy.special import kv, jv, jvp, lpmv, genlaguerre


def radial_squared(n1, l1, n2, l2, power=1):
    """Exact square of the integral of u1 * r^power * u2 over r."""
    d1, d2, total = n1 - l1 - 1, n2 - l2 - 1, n1 + n2
    base, degree = l1 + l2 + 2 + power, d1 + d2
    c1 = [(-1)**k * comb(n1 + l1, d1 - k) * (factorial(d1) // factorial(k))
          * (2 * n2)**k for k in range(d1 + 1)]
    c2 = [(-1)**k * comb(n2 + l2, d2 - k) * (factorial(d2) // factorial(k))
          * (2 * n1)**k for k in range(d2 + 1)]
    moments = [factorial(base + m) * total**(degree - m)
               for m in range(degree + 1)]
    summed = sum(a * sum(b * moments[i + j] for j, b in enumerate(c2))
                 for i, a in enumerate(c1))
    value = Fraction(summed, total**degree * factorial(d1) * factorial(d2))
    value *= Fraction(n1 * n2, total)**(base + 1)
    norm = Fraction(1)
    for n, l, d in ((n1, l1, d1), (n2, l2, d2)):
        norm *= Fraction(2, n)**(2 * l + 3)
        norm *= Fraction(factorial(d), 2 * n * factorial(n + l))
    return value**2 * norm


def omega_exact(lower, upper):
    return (Fraction(1, lower**2) - Fraction(1, upper**2)) / 2


def shell_strength(lower, upper):
    total = Fraction(0)
    for l_low in range(lower):
        for l_up in (l_low - 1, l_low + 1):
            if 0 <= l_up < upper:
                total += max(l_low, l_up) * radial_squared(
                    lower, l_low, upper, l_up)
    return total


def f_exact(lower, upper):
    return (Fraction(2, 3) * omega_exact(lower, upper)
            * shell_strength(lower, upper) / lower**2)


def f_kramers(lower, upper):
    bracket = 1 / lower**2 - 1 / upper**2
    return 32 / (3 * pi * sqrt(3)) / bracket**3 / (lower**5 * upper**3)


def gaunt(lower, upper):
    return float(f_exact(lower, upper)) / f_kramers(lower, upper)


# --- angular sum: three times the z part, by quadrature over cos(theta)
nodes, weights = np.polynomial.legendre.leggauss(40)


def angular_z(l1, l2, m):
    norm = 1.0
    for l in (l1, l2):
        norm *= (2 * l + 1) / 2 * factorial(l - m) / factorial(l + m)
    return sqrt(norm) * np.sum(
        weights * nodes * lpmv(m, l1, nodes) * lpmv(m, l2, nodes))


for l_small in range(5):
    parts = [angular_z(l_small, l_small + 1, m)**2 for m in range(l_small + 1)]
    assert abs(3 * (parts[0] + 2 * sum(parts[1:])) - (l_small + 1)) < 1e-10


# --- exact radial integrals against direct quadrature
def u_unscaled(n, l, r):
    return r**(l + 1) * np.exp(-r / n) * genlaguerre(
        n - l - 1, 2 * l + 1)(2 * r / n)


def radial_by_quadrature(n1, l1, n2, l2):
    def integral(function):
        return quad(function, 0, 150, limit=300, epsabs=1e-11)[0]
    cross = integral(lambda r: r * u_unscaled(n1, l1, r) * u_unscaled(n2, l2, r))
    norm1 = integral(lambda r: u_unscaled(n1, l1, r)**2)
    norm2 = integral(lambda r: u_unscaled(n2, l2, r)**2)
    return cross**2 / (norm1 * norm2)


for state in ((1, 0, 2, 1), (2, 0, 3, 1), (2, 1, 3, 0), (2, 1, 3, 2)):
    exact = float(radial_squared(*state))
    assert abs(radial_by_quadrature(*state) / exact - 1) < 1e-7

# --- acceleration form of the radial integral, an exact identity
for state in ((1, 0, 2, 1), (2, 1, 3, 0), (4, 2, 9, 3), (6, 5, 11, 4)):
    w = omega_exact(state[0], state[2])
    assert radial_squared(*state, power=-2) == w**4 * radial_squared(*state)


# --- parabolic orbit against integrated Newtonian motion
def parabola(L, tau):
    x, y = L**2 * (1 - tau**2) / 2, L**2 * tau
    return x, y, L**3 / 2 * (tau + tau**3 / 3)


def newton(t, s):
    r3 = (s[0]**2 + s[1]**2)**1.5
    return [s[2], s[3], -s[0] / r3, -s[1] / r3]


for L in (1.0, 1.7):
    x_end, y_end, t_end = parabola(L, 2.0)
    motion = solve_ivp(newton, (0, t_end), [L**2 / 2, 0, 0, 2 / L],
                       method="DOP853", rtol=1e-11, atol=1e-12)
    assert np.allclose(motion.y[:2, -1], [x_end, y_end], atol=1e-7)

# --- Fourier components of the acceleration on the parabola
tau = np.linspace(0, 30, 400001)
for L, w in ((1.0, 0.9), (1.0, 3.0), (1.5, 0.6)):
    x, y, t = parabola(L, tau)
    r = np.hypot(x, y)
    dt_dtau = L**3 / 2 * (1 + tau**2)
    ax = 2 * simpson(-x / r**3 * np.cos(w * t) * dt_dtau, x=tau)
    ay = 2 * simpson(-y / r**3 * np.sin(w * t) * dt_dtau, x=tau)
    mu, scale = w * L**3 / 3, 2 * w * L**2 / sqrt(3)
    # tolerance covers the oscillating tail beyond the last grid point
    assert abs(ax + scale * kv(2 / 3, mu)) < 5e-5
    assert abs(ay + scale * kv(1 / 3, mu)) < 5e-5


# --- integral over L is the same constant at every frequency
def acceleration_power(L, w):
    mu = w * L**3 / 3
    return 4 / 3 * w**2 * L**4 * (kv(1 / 3, mu)**2 + kv(2 / 3, mu)**2)


universal = 8 * pi / sqrt(3)
L_integrals = []
for w in (0.01, 0.1):
    value = quad(lambda L: 2 * L * acceleration_power(L, w), 0,
                 (90 / w)**(1 / 3), limit=200)[0]
    L_integrals.append(value)
    assert abs(value / universal - 1) < 1e-6


# --- single semiclassical matrix elements against exact ones
def element_error(lower, upper, L):
    w = float(omega_exact(lower, upper))
    mu = w * L**3 / 3
    front = 2 * L**2 / (sqrt(3) * w * 2 * pi * (lower * upper)**1.5)
    up = front * (kv(2 / 3, mu) + kv(1 / 3, mu))
    down = front * (kv(2 / 3, mu) - kv(1 / 3, mu))
    up_exact = sqrt(radial_squared(lower, L - 1, upper, L))
    down_exact = sqrt(radial_squared(lower, L, upper, L - 1))
    return sqrt(((up - up_exact)**2 + (down - down_exact)**2)
                / (up_exact**2 + down_exact**2))


error_small = element_error(8, 16, 4)
error_large = element_error(64, 128, 16)
assert error_large < 0.1 and error_large < error_small / 2

# --- Kepler ellipse: Fourier sums from the motion, semimajor axis one
anomaly = 2 * pi * np.arange(1024) / 1024


def ellipse_components(ecc, step):
    mean = anomaly - ecc * np.sin(anomaly)
    kernel = np.exp(1j * step * mean) * (1 - ecc * np.cos(anomaly))
    xs = np.mean((np.cos(anomaly) - ecc) * kernel)
    ys = np.mean(sqrt(1 - ecc**2) * np.sin(anomaly) * kernel)
    return abs(xs), abs(ys)


for step in (1, 3):
    ecc = 0.6
    xs, ys = ellipse_components(ecc, step)
    assert abs(xs - jvp(step, step * ecc) / step) < 1e-10
    assert abs(ys - sqrt(1 - ecc**2) * jv(step, step * ecc)
               / (step * ecc)) < 1e-10
    summed = 0.0
    for node, weight in zip((nodes + 1) / 2, weights / 2):
        xs, ys = ellipse_components(node, step)
        summed += weight * 2 * node * (xs**2 + ys**2)
    closed = 2 * jv(step, step) * jvp(step, step) / step**3
    assert abs(summed / closed - 1) < 1e-8


def gaunt_fixed_step(step):
    return pi * sqrt(3) * step * jv(step, step) * jvp(step, step)


# --- exact Gaunt factors approach both predicted limits
double_list = (5, 10, 20, 40)
double_gaunt = [gaunt(n, 2 * n) for n in double_list]
deviation = [1 - g for g in double_gaunt]
assert all(a > b > 0 for a, b in zip(deviation, deviation[1:]))
exponent = log(deviation[3] / deviation[2]) / log(2)
assert abs(exponent + 2 / 3) < 0.05
neighbour_gaunt = {step: gaunt(40, 40 + step) for step in (1, 3)}
assert abs(neighbour_gaunt[1] - gaunt_fixed_step(1)) < 3e-4
assert abs(neighbour_gaunt[3] - gaunt_fixed_step(3)) < 5e-3
assert abs(gaunt_fixed_step(1000) - 1) < 5e-3

# --- worked example
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
hc_ev_angstrom = constants.h * constants.c / constants.e * 1e10
print("Hydrogen, infinitely heavy nucleus")
print(f"Hartree energy = {hartree_ev:.5f} eV")
print(f"Kramers prefactor 32/(3 pi sqrt3) = {32/(3*pi*sqrt(3)):.5f}")
print(f"8 pi/sqrt3 = {universal:.5f}")
for w, value in zip((0.01, 0.1), L_integrals):
    print(f"L integral at omega = {w} a.u.: {value:.5f}")
print("Lines: lower upper, energy (eV), f exact, f Kramers, g")
for lower, upper in ((1, 2), (1, 3), (1, 4), (2, 3), (2, 4), (2, 5)):
    energy = float(omega_exact(lower, upper)) * hartree_ev
    print(f"{lower} {upper}  {energy:.4f}  {float(f_exact(lower, upper)):.5f}"
          f"  {f_kramers(lower, upper):.5f}  {gaunt(lower, upper):.4f}")
for lower, upper in ((1, 2), (2, 3)):
    w = omega_exact(lower, upper)
    print(f"Details of {lower}->{upper}:")
    print(f"  wavelength = {hc_ev_angstrom/(float(w)*hartree_ev):.2f} angstrom")
    print(f"  omega = {float(w):.6f} a.u., lower^3 omega = "
          f"{float(w*lower**3):.4f}")
    print(f"  S = {float(shell_strength(lower, upper)):.5f} a.u.")
    print(f"  f exact = {f_exact(lower, upper)}")
print("Radial R^2 (a.u.) and orbital f (averaged over m):")
print(f"  1s->2p: R^2 = {float(radial_squared(1, 0, 2, 1)):.5f}")
orbital_f = {}
for name, l_low, l_up in (("2s->3p", 0, 1), ("2p->3s", 1, 0), ("2p->3d", 1, 2)):
    r2 = radial_squared(2, l_low, 3, l_up)
    orbital_f[name] = (Fraction(2, 3) * omega_exact(2, 3) * r2
                       * Fraction(max(l_low, l_up), 2 * l_low + 1))
    print(f"  {name}: R^2 = {float(r2):.5f}, f = {float(orbital_f[name]):.5f}")
print("Exact g for upper = 2 lower:")
for n, g in zip(double_list, double_gaunt):
    print(f"  lower = {n}: g = {g:.5f}")
print(f"  exponent of 1-g, lower 20 to 40: {exponent:.4f}")
print("Limit of g at fixed step, large n:")
for step in (1, 2, 3, 10, 100, 1000):
    print(f"  step = {step}: {gaunt_fixed_step(step):.5f}")
for step, g in neighbour_gaunt.items():
    print(f"Exact g for 40->{40+step}: {g:.5f}")
print("Relative error of semiclassical matrix elements:")
print(f"  8->16, L = 4: {error_small:.4f}")
print(f"  64->128, L = 16: {error_large:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Hydrogen, infinitely heavy nucleus
Hartree energy = 27.21139 eV
Kramers prefactor 32/(3 pi sqrt3) = 1.96028
8 pi/sqrt3 = 14.51039
L integral at omega = 0.01 a.u.: 14.51039
L integral at omega = 0.1 a.u.: 14.51039
Lines: lower upper, energy (eV), f exact, f Kramers, g
1 2  10.2043  0.41620  0.58082  0.7166
1 3  12.0939  0.07910  0.10337  0.7652
1 4  12.7553  0.02899  0.03717  0.7799
2 3  1.8897  0.64075  0.84684  0.7566
2 4  2.5511  0.11932  0.14521  0.8217
2 5  2.8572  0.04467  0.05292  0.8441
Details of 1->2:
  wavelength = 1215.02 angstrom
  omega = 0.375000 a.u., lower^3 omega = 0.3750
  S = 1.66479 a.u.
  f exact = 8192/19683
Details of 2->3:
  wavelength = 6561.12 angstrom
  omega = 0.069444 a.u., lower^3 omega = 0.5556
  S = 55.36054 a.u.
  f exact = 156432384/244140625
Radial R^2 (a.u.) and orbital f (averaged over m):
  1s->2p: R^2 = 1.66479
  2s->3p: R^2 = 9.39309, f = 0.43487
  2p->3s: R^2 = 0.88060, f = 0.01359
  2p->3d: R^2 = 22.54342, f = 0.69578
Exact g for upper = 2 lower:
  lower = 5: g = 0.90547
  lower = 10: g = 0.94144
  lower = 20: g = 0.96357
  lower = 40: g = 0.97725
  exponent of 1-g, lower 20 to 40: -0.6793
Limit of g at fixed step, large n:
  step = 1: 0.77856
  step = 2: 0.85970
  step = 3: 0.89314
  step = 10: 0.95254
  step = 100: 0.98987
  step = 1000: 0.99782
Exact g for 40->41: 0.77848
Exact g for 40->43: 0.89284
Relative error of semiclassical matrix elements:
  8->16, L = 4: 0.0431
  64->128, L = 16: 0.0103
ALL CHECKS PASSED
```
